# Mobility Limited Equally by Acoustic Phonons and Ionised Impurities: test program

```python
"""Mobility limited jointly by acoustic phonons and ionised impurities.

Result under test: if the two separate mobilities are equal, the combined one is
    mu/mu_a = 1 + q^2 [cos q Ci(q) + sin q (Si(q) - pi/2)],  q^2 = 6,
about 0.35, and not the 1/2 of Matthiessen's rule.
Model: non-degenerate carriers, isotropic parabolic band, elastic scattering.
x = energy/(kB T); tau_a = A x^(-1/2) (acoustic); tau_i = B x^(3/2) (impurity,
screening logarithm frozen); q^2 = A/B = 6 mu_a/mu_i.
beta = 4 k^2/kappa^2 at x = 1, with kappa the inverse screening length.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import gamma, sici


def closed_form(q):
    """Combined mobility divided by the acoustic mobility."""
    si, ci = sici(q)
    return 1 + q**2 * (np.cos(q) * ci + np.sin(q) * (si - np.pi / 2))


# Quadrature for thermal averages, using x = y^2 to remove square roots.
nodes, weights = np.polynomial.legendre.leggauss(400)
y = 3.5 * (nodes + 1)
x_grid = y**2
x_weight = 3.5 * weights * 2 * y * x_grid**1.5 * np.exp(-x_grid)


def thermal_average(values):
    return np.sum(x_weight * values) / np.sum(x_weight)


def screening_log(b):
    return np.log1p(b) - b / (1 + b)


# --- Scattering laws from the golden rule with a narrow broadened delta ---
cos_nodes, cos_weights = np.polynomial.legendre.leggauss(200)


def golden_rule_rate(x, matrix_element_squared):
    """Momentum relaxation rate, arbitrary units, wavevectors with k^2 = x."""
    k = np.sqrt(x)
    k_final = np.linspace(k - 0.05, k + 0.05, 801)[:, None]
    width = 0.01
    delta = np.exp(-0.5 * ((k_final**2 - x) / width)**2) / width
    q_squared = k**2 + k_final**2 - 2 * k * k_final * cos_nodes
    integrand = (k_final**2 * delta * (1 - cos_nodes)
                 * matrix_element_squared(q_squared))
    return np.sum(integrand * cos_weights) * (k_final[1, 0] - k_final[0, 0])


beta_test = 20.0
kappa_squared = 4 / beta_test
for x_value in (2.0, 4.0):
    acoustic = [golden_rule_rate(v, lambda s: np.ones_like(s))
                for v in (1.0, x_value)]
    assert abs(acoustic[1] / acoustic[0] / x_value**0.5 - 1) < 1e-3
    coulomb = [golden_rule_rate(v, lambda s: 1 / (s + kappa_squared)**2)
               for v in (1.0, x_value)]
    predicted = (x_value**-1.5 * screening_log(beta_test * x_value)
                 / screening_log(beta_test))
    assert abs(coulomb[1] / coulomb[0] / predicted - 1) < 1e-3

# --- Closed form against direct integration ---
q_equal = np.sqrt(6.0)
ratio = closed_form(q_equal)
direct = quad(lambda x: x**3 * np.exp(-x) / (x**2 + 6), 0, np.inf,
              epsabs=1e-12, epsrel=1e-11)[0]
assert abs(ratio - direct) < 1e-9
assert abs(ratio - 0.35) < 0.005

# --- Worked example: drift velocity from the distribution in k space ---
mass_ratio, temperature, mobility_cm = 0.2, 100.0, 1.0e4
mass = mass_ratio * const.m_e
thermal_energy = const.k * temperature
mean_time = mobility_cm * 1e-4 * mass / const.e
A = mean_time * gamma(2.5)
B = mean_time * gamma(2.5) / 6


def k_space_mobility(relaxation_time):
    """Drift speed per unit field, in cm^2/(V s), from the shifted distribution."""
    k_thermal = np.sqrt(2 * mass * thermal_energy) / const.hbar
    k = (y * k_thermal)[:, None]
    c_nodes, c_weights = np.polynomial.legendre.leggauss(16)
    kz, k_perp = k * c_nodes, k * np.sqrt(1 - c_nodes**2)

    def occupation(kz_value):
        energy = const.hbar**2 * (kz_value**2 + k_perp**2) / (2 * mass)
        return np.exp(-energy / thermal_energy)

    step = 1e-4 * k_thermal
    slope = (occupation(kz + step) - occupation(kz - step)) / (2 * step)
    x = (k / k_thermal)**2
    change_per_field = const.e * relaxation_time(x) / const.hbar * slope
    volume = weights[:, None] * c_weights * k**2
    velocity = const.hbar * kz / mass
    drift = np.sum(volume * velocity * change_per_field)
    return -drift / np.sum(volume * occupation(kz)) * 1e4


mu_acoustic = k_space_mobility(lambda x: A * x**-0.5)
mu_impurity = k_space_mobility(lambda x: B * x**1.5)
mu_combined = k_space_mobility(lambda x: 1 / (x**0.5 / A + x**-1.5 / B))
assert abs(mu_acoustic / mobility_cm - 1) < 1e-6
assert abs(mu_impurity / mobility_cm - 1) < 1e-6
assert abs(mu_combined / (mobility_cm * ratio) - 1) < 1e-6
mu_matthiessen = 1 / (1 / mu_acoustic + 1 / mu_impurity)
mu_inferred = 1 / (1 / mu_combined - 1 / mu_acoustic)

# --- Which carriers supply each separate mobility ---
share_acoustic_below = 1 - (1 + q_equal) * np.exp(-q_equal)
share_impurity_above = np.exp(-q_equal) * (
    1 + q_equal + q_equal**2 / 2 + q_equal**3 / 6)
below = quad(lambda x: x**1.5 * np.exp(-x) * x**-0.5, 0, q_equal)[0]
above = quad(lambda x: x**1.5 * np.exp(-x) * x**1.5, q_equal, np.inf)[0]
assert abs(share_acoustic_below - below / gamma(2)) < 1e-8
assert abs(share_impurity_above - above / gamma(4)) < 1e-8
assert share_acoustic_below > 0.5 and share_impurity_above > 0.5

# --- Matthiessen's value is an upper bound; find its worst failure ---


def relative_to_matthiessen(log_r):
    r = np.exp(log_r)  # r = mu_a/mu_i
    return closed_form(np.sqrt(6 * r)) * (1 + r)


worst = minimize_scalar(relative_to_matthiessen, bounds=(-4, 4),
                        method="bounded", options={"xatol": 1e-8})
for log_r in np.linspace(-6, 6, 121):
    r = np.exp(log_r)
    time_a = x_grid**-0.5 / thermal_average(x_grid**-0.5)
    time_i = x_grid**1.5 / thermal_average(x_grid**1.5) / r
    averaged = thermal_average(1 / (1 / time_a + 1 / time_i)) * (1 + r)
    assert abs(averaged - relative_to_matthiessen(log_r)) < 1e-7
    assert worst.fun - 1e-7 <= averaged < 1

# --- Energy-dependent screening logarithm, separate mobilities kept equal ---


def ratio_with_logarithm(beta):
    time_a = x_grid**-0.5
    time_i = x_grid**1.5 / screening_log(beta * x_grid)
    time_a = time_a / thermal_average(time_a)
    time_i = time_i / thermal_average(time_i)
    return thermal_average(1 / (1 / time_a + 1 / time_i))


betas = [0.01, 1.0, 10.0, 100.0, 1e4, 1e12]
log_ratios = [ratio_with_logarithm(b) for b in betas]
assert abs(log_ratios[0] - 0.5) < 2e-4
assert all(np.diff(log_ratios) < 0)
assert 0 < log_ratios[-1] - ratio < 0.01

si_value, ci_value = sici(q_equal)
print(f"q = sqrt(6), also crossing energy / kBT: {q_equal:.5f}")
print(f"Ci(q): {ci_value:.5f}")
print(f"Si(q): {si_value:.5f}")
print(f"Si(q) - pi/2: {si_value - np.pi / 2:.5f}")
print(f"cos q: {np.cos(q_equal):.5f}")
print(f"sin q: {np.sin(q_equal):.5f}")
print(f"mu/mu_a, closed form: {ratio:.5f}")
print(f"mu/mu_a, direct quadrature: {direct:.5f}")
print(f"mu / Matthiessen value, equal mobilities: {2 * ratio:.4f}")
print(f"Matthiessen overestimate: {100 * (0.5 / ratio - 1):.1f} %")
print(f"acoustic-only mobility from x < q: {100 * share_acoustic_below:.1f} %")
print(f"impurity-only mobility from x > q: {100 * share_impurity_above:.1f} %")
print(f"example mass: {mass_ratio:.1f} m_e")
print(f"example temperature: {temperature:.0f} K")
print(f"thermal energy kBT: {thermal_energy / const.e * 1e3:.3f} meV")
print(f"crossing energy: {q_equal * thermal_energy / const.e * 1e3:.2f} meV")
print(f"mean time of each mechanism alone: {mean_time * 1e12:.4f} ps")
print(f"Gamma(5/2): {gamma(2.5):.5f}")
print(f"A: {A * 1e12:.4f} ps")
print(f"B: {B * 1e12:.4f} ps")
print(f"acoustic mobility, k space: {mu_acoustic:.1f} cm^2/(V s)")
print(f"impurity mobility, k space: {mu_impurity:.1f} cm^2/(V s)")
print(f"combined mobility, k space: {mu_combined:.1f} cm^2/(V s)")
print(f"Matthiessen mobility: {mu_matthiessen:.1f} cm^2/(V s)")
print(f"impurity mobility wrongly inferred: {mu_inferred:.0f} cm^2/(V s)")
print(f"worst case, mu_a/mu_i: {np.exp(worst.x):.3f}")
print(f"worst case, mu / Matthiessen value: {worst.fun:.4f}")
for beta, value in zip(betas, log_ratios):
    print(f"mu/mu_a with logarithm, beta = {beta:g}: {value:.4f}")
print("done: every assertion held")
```

Output:

```
q = sqrt(6), also crossing energy / kBT: 2.44949
Ci(q): 0.30191
Si(q): 1.76590
Si(q) - pi/2: 0.19510
cos q: -0.76991
sin q: 0.63816
mu/mu_a, closed form: 0.35239
mu/mu_a, direct quadrature: 0.35239
mu / Matthiessen value, equal mobilities: 0.7048
Matthiessen overestimate: 41.9 %
acoustic-only mobility from x < q: 70.2 %
impurity-only mobility from x > q: 76.8 %
example mass: 0.2 m_e
example temperature: 100 K
thermal energy kBT: 8.617 meV
crossing energy: 21.11 meV
mean time of each mechanism alone: 1.1371 ps
Gamma(5/2): 1.32934
A: 1.5116 ps
B: 0.2519 ps
acoustic mobility, k space: 10000.0 cm^2/(V s)
impurity mobility, k space: 10000.0 cm^2/(V s)
combined mobility, k space: 3523.9 cm^2/(V s)
Matthiessen mobility: 5000.0 cm^2/(V s)
impurity mobility wrongly inferred: 5441 cm^2/(V s)
worst case, mu_a/mu_i: 0.766
worst case, mu / Matthiessen value: 0.7024
mu/mu_a with logarithm, beta = 0.01: 0.5000
mu/mu_a with logarithm, beta = 1: 0.4506
mu/mu_a with logarithm, beta = 10: 0.3922
mu/mu_a with logarithm, beta = 100: 0.3731
mu/mu_a with logarithm, beta = 10000: 0.3626
mu/mu_a with logarithm, beta = 1e+12: 0.3557
done: every assertion held
```
